# Born criteria under pressure: which elastic constants decide cubic stability: a numerical check

```python
"""Elastic stability of a cubic crystal under hydrostatic pressure P.

Result under test: with C_ij = (1/V) d2E/d(eta_i)d(eta_j) at the loaded state
(eta = Lagrangian strain from that state), stability at constant P requires
    C44 - P > 0,  C11 - C12 - 2P > 0,  C11 + 2 C12 + P > 0,
and the stress-strain coefficients are
    B11 = C11 - P,  B12 = C12 + P,  B44 = C44 - P.
P > 0 means compression. Energies are in eV per atom, lengths in angstrom.
Two one-atom-cell models are used:
  'sc'  : simple cubic network of harmonic first and second neighbour springs
  'fcc' : nearest-neighbour second-moment many-body potential
F is a deformation gradient applied to the crystal of cubic lattice constant a.
"""
from itertools import product
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar

GPA = constants.e * 1e21              # one eV/angstrom^3 expressed in GPa
K1, K2, A0 = 3.0, 0.5, 3.0            # springs (eV/angstrom^2), free lattice constant
XI, PREP, QATT, R0 = 1.2, 10.0, 3.0, 2.8
AREP = XI * QATT / (PREP * np.sqrt(12))   # makes the pressure vanish at r = R0
AF = R0 * np.sqrt(2)                  # free fcc lattice constant

cells = np.array(list(product((-1, 0, 1), repeat=3)), dtype=float)
norm2 = (cells**2).sum(axis=1)
BONDS = {'sc': cells[(norm2 == 1) | (norm2 == 2)], 'fcc': cells[norm2 == 2] / 2}
SC_LEN = np.linalg.norm(BONDS['sc'], axis=1)
SPRING = np.where(SC_LEN < 1.2, K1, K2)
REST = A0 * SC_LEN
PRIMITIVE = {'sc': np.eye(3),
             'fcc': np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / 2}
I3 = np.eye(3)


def volume(model, a):
    return a**3 * abs(np.linalg.det(PRIMITIVE[model]))


def energy(model, a, F):
    r = np.linalg.norm(a * BONDS[model] @ F.T, axis=1)
    if model == 'sc':
        return 0.25 * np.sum(SPRING * (r - REST)**2)
    x = r / R0 - 1
    return (AREP * np.exp(-PREP * x).sum()
            - XI * np.sqrt(np.exp(-2 * QATT * x).sum()))


def slope(f, h=1e-3):
    return (f(-2*h) - 8*f(-h) + 8*f(h) - f(2*h)) / (12*h)


def curvature(f, h=1e-3):
    return (-f(2*h) + 16*f(h) - 30*f(0.0) + 16*f(-h) - f(-2*h)) / (12*h*h)


def unit(i, j):
    m = np.zeros((3, 3))
    m[i, j] = 1.0
    return m


SHEAR = (unit(1, 2) + unit(2, 1)) / 2     # symmetric shear with gamma = 1


def stretch_from_eta(eta):
    w, v = np.linalg.eigh(I3 + 2 * eta)
    return (v * np.sqrt(w)) @ v.T


def elastic(model, a):
    """P, C11, C12, C44 from energy differences in Lagrangian strain."""
    V = volume(model, a)

    def second(direction):
        return curvature(lambda t: energy(
            model, a, stretch_from_eta(t * direction))) / V
    P = -slope(lambda t: energy(model, a, (1 + t) * I3)) / (3 * V)
    c11 = second(unit(0, 0))
    c12 = c11 - second(np.diag([1.0, -1.0, 0.0])) / 2
    return P, c11, c12, second(SHEAR)


def cauchy(model, a, F, i, j):
    work = slope(lambda t: energy(model, a, (I3 + t * unit(i, j)) @ F))
    return work / (volume(model, a) * np.linalg.det(F))


def stress_strain(model, a):
    """B11, B12, B44 as slopes of the Cauchy stress."""
    b11 = slope(lambda t: cauchy(model, a, I3 + t * unit(0, 0), 0, 0))
    b12 = slope(lambda t: cauchy(model, a, I3 + t * unit(1, 1), 0, 0))
    b44 = slope(lambda t: cauchy(model, a, I3 + t * SHEAR, 1, 2))
    return b11, b12, b44


def enthalpy_curvature(model, a, P, direction):
    V = volume(model, a)

    def g(t):
        F = I3 + t * direction
        return energy(model, a, F) / V + P * np.linalg.det(F)
    return curvature(g)


def dynamical(model, a, q):
    """Force-constant matrices, mass times frequency squared, for rows of q."""
    R = a * BONDS[model]
    r = np.linalg.norm(R, axis=1)
    n = R / r[:, None]
    if model == 'sc':
        d1, d2 = SPRING * (r - REST), SPRING
        embed2, drho = 0.0, np.zeros(len(r))
    else:
        x = r / R0 - 1
        rho = np.exp(-2 * QATT * x)
        total = rho.sum()
        embed1, embed2 = -XI / (2*np.sqrt(total)), XI / (4*total**1.5)
        drho = -2 * QATT / R0 * rho
        rep = 2 * AREP * np.exp(-PREP * x)
        d1 = -PREP / R0 * rep + 2 * embed1 * drho
        d2 = (PREP/R0)**2 * rep + 2 * embed1 * (2*QATT/R0)**2 * rho
    nn = n[:, :, None] * n[:, None, :]
    phi = d2[:, None, None] * nn + (d1/r)[:, None, None] * (I3 - nn)
    phase = q @ R.T
    D = np.einsum('qb,bij->qij', 2 * np.sin(phase / 2)**2, phi)
    s = np.sin(phase) @ (drho[:, None] * n)
    return D + embed2 * s[:, :, None] * s[:, None, :]


def sound(model, a, direction, polarization):
    """rho v^2 of a long wave."""
    d = np.array(direction, float)
    e = np.array(polarization, float)
    d, e = d / np.linalg.norm(d), e / np.linalg.norm(e)
    q = 1e-3
    D = dynamical(model, a, q * d[None, :])[0]
    return e @ D @ e / (volume(model, a) * q * q)


FRACTIONS = np.array([m for m in product(range(8), repeat=3) if any(m)]) / 8


def softest(model, a):
    """Lowest eigenvalue on an 8x8x8 q grid without the zone centre."""
    q = 2 * np.pi * FRACTIONS @ np.linalg.inv(a * PRIMITIVE[model]).T
    return np.linalg.eigvalsh(dynamical(model, a, q)).min()


def close(x, y, tol=1e-6):
    return abs(x - y) < tol      # eV/angstrom^3; moduli are 0.01 to 2


# Stress-strain slopes, enthalpy curvatures and sound waves against C and P
for model, a in (('sc', 0.91*A0), ('sc', 0.89*A0), ('sc', 1.05*A0),
                 ('fcc', 0.95*AF), ('fcc', 1.07*AF)):
    P, c11, c12, c44 = elastic(model, a)
    b11, b12, b44 = stress_strain(model, a)
    assert abs(P) > 0.01
    assert close(b11, c11 - P) and close(b12, c12 + P) and close(b44, c44 - P)
    assert close(enthalpy_curvature(model, a, P, SHEAR), c44 - P)
    tetra = np.diag([1.0, -1.0, 0.0])
    assert close(enthalpy_curvature(model, a, P, tetra), 2*(c11 - c12 - 2*P))
    assert close(enthalpy_curvature(model, a, P, I3), 3*(c11 + 2*c12 + P), 1e-5)
    V = volume(model, a)
    symmetric = curvature(lambda t: energy(model, a, I3 + t*SHEAR)) / V
    simple = curvature(lambda t: energy(model, a, I3 + t*unit(1, 2))) / V
    assert close(symmetric, c44 - P/2) and close(simple, c44 - P)
    # long-wave truncation is of relative order (q r)^2, about 1e-5
    assert close(sound(model, a, (1, 0, 0), (0, 1, 0)), c44 - P, 2e-5)
    assert close(sound(model, a, (1, 1, 0), (1, -1, 0)), (c11-c12)/2 - P, 2e-5)
    assert close(sound(model, a, (1, 0, 0), (1, 0, 0)), c11 - P, 2e-5)

# Closed forms of the spring network; bare Born conditions never fail there
for x in np.linspace(0.0, 0.3, 7):
    a = A0 * (1 - x)
    P, c11, c12, c44 = elastic('sc', a)
    assert close(P, (K1 + 4*K2) * (A0 - a) / a**2)
    assert close(c11, (K1 + 2*K2) * A0 / a**2)
    assert close(c12, K2 * A0 / a**2) and close(c44, K2 * A0 / a**2)
    assert min(c44, c11 - c12, c11 + 2*c12) > 0


def corrected_shear(model, a):
    P, _, _, c44 = elastic(model, a)
    return c44 - P


x_sc = brentq(lambda x: corrected_shear('sc', A0*(1 - x)), 0.02, 0.2)
assert abs(x_sc - K2 / (K1 + 4*K2)) < 1e-6
P_sc, c11, c12, c44_sc = elastic('sc', A0*(1 - x_sc))
assert c11 - c12 - 2*P_sc > 0 and c11 + 2*c12 + P_sc > 0
assert softest('sc', 0.91*A0) > 0 > softest('sc', 0.89*A0)

print(f"Spring network: k1 = {K1} , k2 = {K2} eV/A^2, a0 = {A0} A")
print(f"Shear limit, linear compression: {100*x_sc:.3f} %")
print(f"  lattice constant there: {A0*(1 - x_sc):.4f} A")
print(f"  pressure there: {P_sc*GPA:.2f} GPa = {P_sc:.5f} eV/A^3")
print(f"  bare C44 there: {c44_sc*GPA:.2f} GPa")
print(f"  C11-C12-2P there: {(c11 - c12 - 2*P_sc)*GPA:.2f} GPa")
print(f"  C11+2C12+P there: {(c11 + 2*c12 + P_sc)*GPA:.2f} GPa")
for x in (0.09, 0.11):
    a = A0 * (1 - x)
    V = volume('sc', a)
    P, c11, c12, c44 = elastic('sc', a)
    b44 = stress_strain('sc', a)[2]
    symmetric = curvature(lambda t: energy('sc', a, I3 + t*SHEAR)) / V
    simple = curvature(lambda t: energy('sc', a, I3 + t*unit(1, 2))) / V
    print(f"Springs at {100*x:.0f} % compression, a = {a:.3f} A, P = {P*GPA:.2f} GPa")
    print(f"  C11, C12, C44: {c11*GPA:.2f}, {c12*GPA:.2f}, {c44*GPA:.2f} GPa")
    print(f"  energy curvature, symmetric shear: {symmetric*GPA:.2f} GPa")
    print(f"  energy curvature, simple shear: {simple*GPA:.2f} GPa")
    print(f"  stress-strain B44: {b44*GPA:.2f} GPa")
    print(f"  B44 - P (double correction): {(b44 - P)*GPA:.2f} GPa")
    print(f"  lowest phonon eigenvalue on grid: {softest('sc', a):.4f} eV/A^2")

# Uniform stretch of the many-body fcc crystal
assert abs(elastic('fcc', AF)[0]) < 1e-8
x_bare = brentq(lambda x: elastic('fcc', AF*(1 + x))[3], 0.02, 0.10)
x_shear = brentq(lambda x: corrected_shear('fcc', AF*(1 + x)), 0.05, 0.125)


def corrected_bulk(x):
    P, c11, c12, _ = elastic('fcc', AF*(1 + x))
    return c11 + 2*c12 + P


x_bulk = brentq(corrected_bulk, 0.05, 0.20)
spinodal = minimize_scalar(lambda x: elastic('fcc', AF*(1 + x))[0],
                           bounds=(0.05, 0.20), method='bounded',
                           options={'xatol': 1e-7})
assert abs(spinodal.x - x_bulk) < 1e-4    # a flat minimum is located less sharply
x_phonon = brentq(lambda x: softest('fcc', AF*(1 + x)), 0.07, x_shear)
assert x_bare < 0.07 < x_phonon < x_shear < x_bulk
P, c11, c12, c44 = elastic('fcc', AF*1.07)
assert c44 < 0 and min(c44 - P, c11 - c12 - 2*P, c11 + 2*c12 + P) > 0
assert softest('fcc', AF*1.07) > 0
for x in np.linspace(0.0, x_shear, 12)[:-1]:
    p, d11, d12, d44 = elastic('fcc', AF*(1 + x))
    assert min(d44 - p, d11 - d12 - 2*p, d11 + 2*d12 + p) > 0

print(f"Many-body fcc: xi = {XI} eV, A = {AREP:.5f} eV, p = {PREP}, q = {QATT}")
print(f"  r0 = {R0} A, free lattice constant = {AF:.4f} A")
print(f"fcc at 7 % linear stretch: P = {P*GPA:.2f} GPa")
print(f"  C11, C12, C44: {c11*GPA:.2f}, {c12*GPA:.2f}, {c44*GPA:.2f} GPa")
print(f"  bare C11-C12: {(c11 - c12)*GPA:.2f} GPa")
print(f"  C44-P: {(c44 - P)*GPA:.2f} GPa")
print(f"  C11-C12-2P: {(c11 - c12 - 2*P)*GPA:.2f} GPa")
print(f"  C11+2C12+P: {(c11 + 2*c12 + P)*GPA:.2f} GPa")
print(f"  lowest phonon eigenvalue on grid: {softest('fcc', AF*1.07):.4f} eV/A^2")
for label, x in (("bare C44 = 0", x_bare), ("first soft phonon on grid", x_phonon),
                 ("C44-P = 0", x_shear), ("C11+2C12+P = 0", x_bulk)):
    print(f"fcc stretch, {label}: {100*x:.2f} %, "
          f"P = {elastic('fcc', AF*(1 + x))[0]*GPA:.2f} GPa")
print(f"fcc stretch at the pressure minimum: {100*spinodal.x:.2f} %")
print("all tests passed")
```

It prints:

```
Spring network: k1 = 3.0 , k2 = 0.5 eV/A^2, a0 = 3.0 A
Shear limit, linear compression: 10.000 %
  lattice constant there: 2.7000 A
  pressure there: 32.97 GPa = 0.20576 eV/A^3
  bare C44 there: 32.97 GPa
  C11-C12-2P there: 164.83 GPa
  C11+2C12+P there: 362.63 GPa
Springs at 9 % compression, a = 2.730 A, P = 29.02 GPa
  C11, C12, C44: 257.97, 32.25, 32.25 GPa
  energy curvature, symmetric shear: 17.74 GPa
  energy curvature, simple shear: 3.22 GPa
  stress-strain B44: 3.22 GPa
  B44 - P (double correction): -25.80 GPa
  lowest phonon eigenvalue on grid: 0.0322 eV/A^2
Springs at 11 % compression, a = 2.670 A, P = 37.08 GPa
  C11, C12, C44: 269.69, 33.71, 33.71 GPa
  energy curvature, symmetric shear: 15.17 GPa
  energy curvature, simple shear: -3.37 GPa
  stress-strain B44: -3.37 GPa
  B44 - P (double correction): -40.45 GPa
  lowest phonon eigenvalue on grid: -0.2247 eV/A^2
Many-body fcc: xi = 1.2 eV, A = 0.10392 eV, p = 10.0, q = 3.0
  r0 = 2.8 A, free lattice constant = 3.9598 A
fcc at 7 % linear stretch: P = -11.77 GPa
  C11, C12, C44: 28.67, 30.59, -1.92 GPa
  bare C11-C12: -1.92 GPa
  C44-P: 9.85 GPa
  C11-C12-2P: 21.62 GPa
  C11+2C12+P: 78.08 GPa
  lowest phonon eigenvalue on grid: 0.1219 eV/A^2
fcc stretch, bare C44 = 0: 6.50 %, P = -11.38 GPa
fcc stretch, first soft phonon on grid: 7.77 %, P = -12.27 GPa
fcc stretch, C44-P = 0: 11.33 %, P = -13.49 GPa
fcc stretch, C11+2C12+P = 0: 12.90 %, P = -13.59 GPa
fcc stretch at the pressure minimum: 12.90 %
all tests passed
```
